# Does a 0.5 eV absorption band mean a 1.3 fs lifetime?

**Question**

I am looking at an aromatic chromophore in a polymer film for i-line lithography. Its absorption band peaks at 365 nm and is 0.5 eV wide at half height, with no visible structure. The energy-time relation gives

$$
\tau=\frac{\hbar}{0.5\ \text{eV}}=\frac{0.6582\ \text{eV fs}}{0.5\ \text{eV}}=1.3\ \text{fs}.
$$

Does the excited state really disappear that fast? If so, I don't see how it could fluoresce or pass its energy to anything else.

**Answer**

Your arithmetic is right, but it assumes that population decay is the sole source of the width. A smooth band does not establish that. Vibronic lines that overlap, together with a spread of site energies, can produce the same 0.5 eV for a state that lives 1 ns. To see why, compare what a lifetime does to a spectrum with what the spectrum measures.

**When the rule holds**

Let the excited population decay as $e^{-t/\tau}$. Its amplitude then decays as $e^{-t/2\tau}$, because population is amplitude squared. Let $E$ be the photon energy measured from a single sharp transition. The lineshape (absorption divided by photon energy, normalized to unit area) is

$$
A(E)=\frac{1}{\pi\hbar}\,\mathrm{Re}\int_0^\infty e^{iEt/\hbar}e^{-t/2\tau}\,dt
=\frac{1}{\pi\hbar}\,\mathrm{Re}\,\frac{1}{1/2\tau-iE/\hbar}
=\frac1\pi\,\frac{\hbar/2\tau}{E^2+(\hbar/2\tau)^2}.
$$

This Lorentzian falls to half its maximum at $E=\pm\hbar/2\tau$, so its full width at half maximum (FWHM) is $\Gamma=\hbar/\tau$.

A direct test uses one state coupled equally to levels spaced by $\delta=0.02$ eV over $\pm15$ eV. The coupling $v$ is set by the golden rule, $\Gamma=2\pi v^2/\delta=0.5$ eV. Diagonalization gives a width of 0.513 eV and a survival of 0.371 after 1.316 fs, against $e^{-1}=0.368$. The rule is sound for this kind of line.

**What the spectrum measures in general**

A molecule has many vibronic lines. A line from ground-state vibrational level $m$, with thermal probability $p_m$, to excited level $n$ has weight $p_m|\langle n|m\rangle|^2$ if the transition dipole is constant. Before decay is included,

$$
A(E)=\sum_{mn}p_m|\langle n|m\rangle|^2\,\delta(E-E_n+E_m).
$$

Insert $\delta(E)=(2\pi\hbar)^{-1}\int_{-\infty}^{\infty}e^{iEt/\hbar}dt$ and define

$$
C(t)=\sum_{mn}p_m|\langle n|m\rangle|^2e^{-i(E_n-E_m)t/\hbar}
=\left\langle e^{iH_gt/\hbar}e^{-iH_et/\hbar}\right\rangle ,
$$

where $H_g$ and $H_e$ are the vibrational Hamiltonians of the ground and excited states. Since $C(-t)=C^*(t)$, the two halves of the time integral are complex conjugates, and

$$
A(E)=\frac{1}{\pi\hbar}\,\mathrm{Re}\int_0^\infty e^{iEt/\hbar}C(t)\,dt .
$$

The spectrum therefore measures how long the optically prepared state keeps its overlap and phase relation with the initial state. That memory can vanish while the molecule remains excited.

**The memory function of one vibration**

Take a harmonic mode whose equilibrium position shifts on excitation while its frequency $\omega$ stays the same. With energies measured from the 0-0 transition,

$$
H_g=\hbar\omega a^\dagger a,\qquad
H_e=\hbar\omega(a^\dagger+\sqrt S)(a+\sqrt S).
$$

The Huang–Rhys factor $S$ measures the shift. The operator $D=e^{\sqrt S(a^\dagger-a)}$ obeys $D^\dagger aD=a+\sqrt S$, so $H_e=D^\dagger H_gD$. With $\theta=\omega t$,

$$
C(t)=\left\langle e^{iH_gt/\hbar}D^\dagger e^{-iH_gt/\hbar}D\right\rangle=\langle e^Xe^Y\rangle,
$$

$$
X=-\sqrt S\,(a^\dagger e^{i\theta}-ae^{-i\theta}),\qquad Y=\sqrt S\,(a^\dagger-a).
$$

The commutator is a number, $[X,Y]=-S(e^{i\theta}-e^{-i\theta})=-2iS\sin\theta$, so $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$. The sum is $X+Y=\beta a^\dagger-\beta^*a$, with $\beta=\sqrt S(1-e^{i\theta})$.

This sum is $i$ times a linear combination of position and momentum. In a thermal harmonic oscillator such a combination has a Gaussian distribution with zero mean, so the average of its exponential is fixed by its variance, $|\beta|^2(2\bar n+1)$, where $\bar n=1/(e^{\hbar\omega/kT}-1)$. Hence

$$
\langle e^{X+Y}\rangle=e^{-|\beta|^2(2\bar n+1)/2},\qquad |\beta|^2=2S(1-\cos\theta),
$$

$$
C_{\rm vib}(t)=\exp\left[-S(2\bar n+1)(1-\cos\omega t)-iS\sin\omega t\right].
$$

Independent modes multiply. Static site energies with a Gaussian distribution of standard deviation $s$ contribute the average of $e^{-i\epsilon t/\hbar}$, which is $e^{-s^2t^2/2\hbar^2}$. If all vibronic levels decay at the same rate, the full result is

$$
C(t)=\left[\prod_jC_{{\rm vib},j}(t)\right]e^{-s^2t^2/2\hbar^2}e^{-t/2\tau}.
$$

The lifetime enters through the last factor alone. For the example below, this formula was tested against a sum over vibronic lines obtained by diagonalizing $H_e$. The largest difference was $2.8\times10^{-8}$ of the band maximum.

**Where 0.5 eV can come from**

Leave out decay for a moment, since a Lorentzian has no finite variance. Then $C(t)$ is the average of $e^{-iEt/\hbar}$ over the band, and at short times

$$
\ln C=-\frac{i\langle E\rangle t}{\hbar}-\frac{\sigma^2t^2}{2\hbar^2}+\dots
$$

Use $\sin\omega t\approx\omega t$ and $1-\cos\omega t\approx\omega^2t^2/2$, and compare powers of $t$:

$$
\langle E\rangle=\sum_jS_j\hbar\omega_j,\qquad
\sigma^2=\sum_jS_j(\hbar\omega_j)^2\coth\frac{\hbar\omega_j}{2kT}+s^2,
$$

because $2\bar n+1=\coth(\hbar\omega/2kT)$.

Now take a model chromophore at 300 K with a 1 ns lifetime. It has a 0.17 eV ring-stretch mode with $S=1.2$ and a 0.05 eV mode with $S=1.5$. I adjusted the site spread to make the FWHM 0.500 eV, which requires $s=0.088$ eV. The variance is

$$
\sigma^2=0.03478+0.00502+0.00777=0.0476\ \text{eV}^2,\qquad \sigma=0.218\ \text{eV}.
$$

The fast vibration supplies most of it. A Gaussian with this $\sigma$ would have a FWHM of $2.355\sigma=0.514$ eV. The computed band is not quite Gaussian: its mean lies 0.279 eV above the 0-0 energy and its maximum 0.214 eV above it. It has a single maximum, so no separate vibronic peaks appear. Placed at 365 nm, its half-height points are at 337 and 390 nm.

The lifetime contribution is $\hbar/(1\ \text{ns})=0.66\ \mu$eV, smaller than the band width by a factor of $7.6\times10^5$. A process with rate $k$ has yield $k\tau$, where $\tau$ is the total lifetime. At fixed $k$, the 1.3 fs reading would underestimate that yield by the same factor. This is why fluorescence or energy transfer looked impossible to you.

**What happens in the first femtoseconds**

In the model, $|C|^2$ falls to $1/e$ in 3.1 fs, close to the short-time estimate $\hbar/\sigma=3.0$ fs. By then only about three excited molecules in a million have decayed. The nuclei have started to move, and molecules at different sites have begun to drift out of phase.

The fast mode alone, at zero temperature, shows the difference clearly:

$$
|C_{\rm vib}|^2=e^{-2S(1-\cos\omega t)}.
$$

At half a period the overlap is $e^{-4.8}=0.008$. After the full period of 24.3 fs it is back to 1, which could not happen had the population gone. In the film model, the second mode and the disorder suppress this revival.

**Can the width still be inverted for the lifetime?**

Hold the vibrations, temperature and site spread fixed and change only the lifetime:

| Lifetime | FWHM (eV) |
|---|---|
| 1 ns | 0.5000 |
| 1 ps | 0.5003 |
| 100 fs | 0.503 |
| 10 fs | 0.535 |
| 1.3 fs | 0.818 |

From 1 ns to 1 ps the width changes by 0.3 meV. Even the 0.035 eV added by a 10 fs lifetime is smaller than the effect of a modest error in the vibrational model: lowering the excited-state frequency of the fast mode by 10%, with the shift in its equilibrium position held fixed, changes the width to 0.443 eV. The width alone is a poor clock.

**How close is this to a real resist?**

The mode energies and the nanosecond lifetime are roughly typical of fluorescent aromatic molecules. The $S$ values and the site spread are model choices, not data for a named compound. A photoactive compound that reacts from its excited state may live far less than 1 ns, and the table shows how little the width would reveal about it.

Real chromophores can also break the assumption of one electronic state. Adding a second transition 0.4 eV higher, with 0.2 of the strength, widens this band to 0.598 eV, the largest change among the corrections I tried. A dipole that varies by 10% per unit of the fast coordinate (in units of its zero-point standard deviation) gives 0.534 or 0.465 eV, depending on its sign. Pure dephasing in 100 fs gives 0.507 eV, heating to 380 K at fixed site spread gives 0.505 eV, and restoring the photon-energy factor in the absorption gives 0.509 eV. None of these changes involves a shorter lifetime.

**What to measure instead**

Measure the population: use time-resolved emission if the state emits, or pump-probe absorption with signals assigned to that state. An early spectral shift may be vibrational relaxation, so it should not be taken for loss of the excited state.

Two features of the steady spectrum can help:

- **Cold structure.** At 10 K with a site spread of 0.01 eV, the model with a 1 ns lifetime shows 15 maxima above 5% of the highest. The lowest of them lie 0.05 to 0.07 eV apart, because the slow mode is resolved too; at a spread of 0.03 eV only three maxima remain, 0.15 to 0.16 eV apart. With a 1.3 fs lifetime it shows one. In this model the small site spread matters more than the cold: each mode keeps its frequency on excitation, so heat adds lines at the same spacings and blurs the structure little. At 300 K with the 0.01 eV spread there are still 16 maxima, while at 10 K with the 0.088 eV spread there is one. Cooling a polymer need not remove its frozen disorder, so a cold film can still show a smooth band. Resolved peaks about 0.17 eV apart, the spacing of the ring stretch, rule out the 1.3 fs reading, because lines 0.5 eV wide would merge at that spacing. The absence of peaks does not prove it.
- **The red wing.** At 436 nm, 0.553 eV below the maximum, a 0.5 eV Lorentzian still has $1/[1+(2\times0.553/0.5)^2]=0.17$ of its peak value. The vibronic model has $4.4$ to $4.5\times10^{-4}$, depending on how finely the maximum is located. A weak wing argues against a pure lifetime Lorentzian. A strong one is ambiguous, because impurities, scattering, other transitions or pure dephasing can also contribute there. In the model, pure dephasing in 100 fs raises the wing to $5\times10^{-3}$ with the lifetime still at 1 ns.

So your band is compatible with a long-lived state, but it does not prove one.

## Computed values

```
observed FWHM: 0.500 eV
hbar: 0.6582 eV fs
lifetime if all width were decay: 1.316 fs
quasi-continuum test, FWHM: 0.513 eV
quasi-continuum test, survival at 1.316 fs: 0.371
fast mode: quantum 0.17 eV, S = 1.2
slow mode: quantum 0.05 eV, S = 1.5
temperature: 300 K, kT = 0.02585 eV
model lifetime: 1.0 ns
lifetime width of model state: 0.658 ueV
observed width / lifetime width: 7.60e+05
adjusted site standard deviation: 0.0881 eV
site disorder alone, FWHM: 0.208 eV
variance, fast mode: 0.03478 eV^2
variance, slow mode: 0.00502 eV^2
variance, site disorder: 0.00777 eV^2
total standard deviation: 0.2181 eV
Gaussian estimate of FWHM: 0.514 eV
computed model FWHM: 0.500 eV
mean above 0-0 energy: 0.279 eV
maximum above 0-0 energy: 0.214 eV
number of maxima at 300 K: 1
time formula vs line sum, error/peak: 2.8e-08
1/e time of squared dipole memory: 3.08 fs
excited population left then: 0.9999969
fast-mode period: 24.33 fs
packet overlap at half period: 0.0082
packet overlap at full period: 1.0000
excited population at full period: 0.999976
same structure, lifetime 1e+06 fs: FWHM 0.5000 eV
same structure, lifetime 1000 fs: FWHM 0.5003 eV
same structure, lifetime 100 fs: FWHM 0.5033 eV
same structure, lifetime 10 fs: FWHM 0.5346 eV
same structure, lifetime 1.316 fs: FWHM 0.8183 eV
cold test: 10 K, site spread 0.01 eV
cold maxima, 1 ns lifetime: 15
cold maxima, 1.316 fs lifetime: 1
band maximum: 365 nm = 3.397 eV
half-height wavelengths: 337.3 and 390.4 nm
band width in wavelength: 53.1 nm
436 nm lies below maximum by: 0.553 eV
lineshape there / maximum, vibronic: 4.51e-04
lineshape there / maximum, Lorentzian: 0.170
FWHM with photon-energy prefactor: 0.509 eV
FWHM with fast-mode frequency x 0.9: 0.443 eV
FWHM with dipole slope +0.1 per unit q: 0.534 eV
FWHM with dipole slope -0.1 per unit q: 0.465 eV
FWHM with pure dephasing time 100 fs: 0.507 eV
FWHM with film at 380 K: 0.505 eV
FWHM with second state, 0.2 strength, +0.4 eV: 0.598 eV
```
